# Runaway Separation of Partial Dislocations in Tensile (001) Semiconductor Films, part 2

A 60-degree dislocation in a diamond-cubic or zinc-blende (001) film glides from the free surface towards the interface on a (111) plane. It is split into two partials joined by a stacking fault. The question is whether the fault settles to a finite width \(d\) or keeps widening.

The partials are straight, parallel and long, and forces are per unit length. Numbers are in nm and eV. The film has lattice constant \(a\) and equal in-plane stress \(s\) along [100] and [010], positive in tension; \(z\) is along [001]. Image forces from the surface are left out until estimated.

A Burgers vector is the slip of the crystal above the glide plane relative to that below. The undivided vector \(\frac a2[1,0,-1]\) has screw and edge components \(b_s\) and \(b_e\). The first slip can form a low-energy fault only if it is one of

\[
\mathbf t_1=\frac a6[1,1,-2],\qquad
\mathbf t_2=\frac a6[1,-2,1],\qquad
\mathbf t_3=\frac a6[-2,1,1],
\]

The opposite slips put atoms on top of one another. With \(\sigma\mathbf n\) the traction on the glide plane, the stress work per area is

\[
\mathbf t_1\cdot\sigma\mathbf n=\frac{sa}{3\sqrt3},\qquad
\mathbf t_2\cdot\sigma\mathbf n=\mathbf t_3\cdot\sigma\mathbf n=-\frac{sa}{6\sqrt3}.
\]

In tension the 90-degree partial therefore leads and the 30-degree partial trails, with stress forces \(F_{90}=2F\) and \(F_{30}=F\). With fault energy per area \(G\), the net forces \(f\) are

\[
f_{\rm lead}=2F-G+\frac Kd,\qquad
f_{\rm trail}=F+G-\frac Kd .
\]

For an isotropic solid with shear modulus \(\mu\) and Poisson ratio \(\nu\), the repulsion constant is

\[
K=\frac{\mu a^2}{24\pi(1-\nu)}.
\]

If both partials obey one continuous, strictly increasing velocity law, the steady width is

\[
\boxed{\,d_*=\frac{K}{G-F/2}=\frac{K}{G-(F_{90}-F_{30})/2}\,},\qquad \frac F2<G .
\]

At zero stress it is \(K/G\). It ceases to exist at the threshold stress

\[
s_c=\frac{12\sqrt3\,G}{a}.
\]

Below, \(t\) is time and \(kT\) the thermal energy.

## Motion, unequal mobilities and a film of finite thickness

In what follows, \(F=sa/(6\sqrt3)\) is the stress force on the trailing 30-degree partial and \(2F\) that on the leading 90-degree partial. The fault energy is \(G\), the repulsion at width \(d\) is \(K/d\), and the net forces are \(2F-G+K/d\) on the leading partial and \(F+G-K/d\) on the trailing one. For a common velocity law the steady width is \(d_*=K/(G-F/2)\), and it ceases to exist at \(F=2G\), or \(s_c=12\sqrt3\,G/a\).

The approach to this width, or the escape from it, can be followed explicitly for linear drag, in which each velocity is the net force divided by a coefficient \(B\). Subtracting the velocities gives

\[
B\frac{dd}{dt}=F-2G+\frac{2K}{d}.
\]

At threshold the first two terms cancel. Multiplication by \(d\) then leaves \(B\,d(d^2)/dt=4K\), and with initial width \(d_0\),

\[
d^2=d_0^2+\frac{4Kt}{B}.
\]

The growth is unlimited but slows down. Above threshold, \(K/d\) eventually becomes negligible and the width grows at the constant rate \((F-2G)/B\). The leading partial then moves at \((2F-G)/B\), so the width gained per unit of its path tends to \((F-2G)/(2F-G)\).

In a film the path is more useful than the time. Let \(q\) be the distance glided by the leading partial, and write \(P=2F-G\) and \(R=F-2G\). Dividing its velocity by the rate of widening removes \(B\):

\[
\frac{dq}{dd}=\frac{Pd+K}{Rd+2K}
=\frac PR+\frac{K(R-2P)}{R(Rd+2K)}
=\frac PR-\frac{3FK}{R(Rd+2K)},
\]

because \(R-2P=-3F\). Integration from \(d_0\) to \(d\) gives, for \(R\ne0\),

\[
q=\frac PR(d-d_0)-\frac{3FK}{R^2}\ln\frac{Rd+2K}{Rd_0+2K}.
\]

Below threshold \(R\) is negative, and the argument of the logarithm vanishes at \(d=2K/|R|=d_*\). The steady width is therefore approached over a characteristic path \(3FK/R^2\), which itself diverges at the threshold. A thin film may be crossed before the steady width is reached.

Under compression the order is reversed. With \(s<0\), the permitted slips \(\mathbf t_2\) and \(\mathbf t_3\) receive positive work and \(\mathbf t_1\) does not, so a 30-degree partial leads. Let \(F\) now stand for \(|s|a/(6\sqrt3)\). Both Burgers vectors are reversed and \(K\) is unchanged, so equality of the net forces reads

\[
F-G+\frac Kd=2F+G-\frac Kd,\qquad\text{hence}\qquad
d=\frac{K}{G+F/2}.
\]

The harder-pulled partial is now behind, and the stress narrows the fault. Runaway separation of equally mobile partials thus belongs to tension in this geometry. The continuum result fails when the compressed width approaches the size of the dislocation cores.

Equal mobility is a strong assumption, since the two partials have different cores. Let \(m\) be the mobility of the 90-degree partial divided by that of the 30-degree partial, both with linear drag. In tension, equal velocities require

\[
m\left(2F-G+\frac Kd\right)=F+G-\frac Kd .
\]

Collecting the terms in \(K/d\) and dividing by \(m+1\) gives

\[
\frac Kd=G-\frac{2m-1}{m+1}F,\qquad
F_{\rm th}=G\,\frac{m+1}{2m-1}\quad\left(m>\tfrac12\right).
\]

For \(m=1\) this is \(2G\), as before. For a trailing partial that hardly moves, \(m\to\infty\), it falls to \(G/2\), the condition for a lone leading partial. For \(m\le1/2\) linear drag gives no threshold: the leading partial is pulled twice as hard but is at most half as mobile, so the stress cannot make it run away.

That last conclusion depends on the linear law. Suppose instead that a segment crosses a barrier by thermally activated jumps over an area \(A\), with the barrier top halfway. The force lowers the forward barrier by \(fA/2\) and raises the backward one by the same amount, so the velocity is proportional to \(\sinh(cf)\), with \(c=A/(2kT)\). At large separation, the threshold is the solution of

\[
m\sinh[c(2F-G)]=\sinh[c(F+G)].
\]

At large \(F\) the ratio of the left side to the right side approaches \(m\,e^{c(F-2G)}\), which exceeds one however small \(m\) is. A finite threshold therefore exists for every positive \(m\). With \(m=1\) the arguments must be equal, and \(F=2G\) is recovered.

The finite thickness of a film ends any unlimited growth. Take a thick, unstressed substrate and the same \(G\), \(K\) and drag on both sides of the interface. When the leading partial reaches the interface with \(d>K/G\), it is still driven forwards on the film side, but on the substrate side its net force \(-G+K/d\) points back. It waits at the interface. The trailing partial is still in the film and feels \(F+G-K/d\), which is positive for \(d>K/(F+G)\), so it catches up.

Once the width falls below \(K/G\), repulsion pushes the leading partial into the substrate. The trailing partial follows as far as the interface, where the film stress prevents it from being pushed back. The leading one moves on until \(K/d=G\). Without image forces the final width is \(K/G\), whatever the film strain; the free surface pulls the leading partial back towards the interface and makes the width somewhat smaller. A wide fault produced by this mechanism is therefore transient if the trailing partial remains mobile. It can persist if that partial is pinned or was never formed.

For a worked example, take round parameters in the regime of tensile silicon on relaxed silicon-germanium: \(a=0.54\) nm, \(G=0.30\) eV/nm², and elastic constants \(c_{11}=1035\), \(c_{12}=400\) and \(c_{44}=500\) eV/nm³. These are rough typical values. The film is 50 nm thick, and strains of 0.5% and 1.5% are compared with all other settings fixed.

The free surface requires \(2c_{12}\varepsilon+c_{11}\varepsilon_{zz}=0\) for an in-plane strain \(\varepsilon\). Hence \(\varepsilon_{zz}=-2c_{12}\varepsilon/c_{11}\), and the in-plane stress is

\[
s=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)\varepsilon
=(1126\ \text{eV/nm}^3)\,\varepsilon .
\]

The repulsion needs isotropic constants. Matching the two full traces \(C_{iijj}\) and \(C_{ijij}\) of the elastic tensor to those of an isotropic solid gives the bulk modulus \(\kappa=(c_{11}+2c_{12})/3\) and

\[
\mu=\frac{c_{11}-c_{12}+3c_{44}}5=427\ \text{eV/nm}^3,\qquad
\nu=\frac{3\kappa-2\mu}{2(3\kappa+\mu)}=0.217 .
\]

With these values,

\[
K=\frac{427\times0.54^2}{24\pi(1-0.217)}=2.11\ \text{eV/nm},\qquad
\frac KG=7.03\ \text{nm}.
\]

The threshold is

\[
s_c=\frac{12\sqrt3\times0.30}{0.54}=11.55\ \text{eV/nm}^3=1.85\ \text{GPa},
\qquad \varepsilon_c=\frac{11.55}{1126}=1.03\%.
\]

At 0.5% strain, \(s=5.63\) eV/nm³ and \(F=0.2925\) eV/nm². Half the force difference is 0.146 eV/nm², below \(G\), and the steady width is

\[
d_*=\frac{2.109}{0.300-0.146}=13.7\ \text{nm}.
\]

At 1.5% strain, \(s=16.89\) eV/nm³ and \(F=0.8775\) eV/nm². Half the difference is now 0.439 eV/nm², above \(G\), and no steady width exists. Compression of the same size would instead narrow the fault to \(2.109/(0.300+0.439)\), or about 2.9 nm.

The threshold itself was tested by integrating the equations of motion from the width \(K/G\) up to \(t/B=10^6\) nm³/eV. At \(0.97s_c\) the width remained below 5000 nm, and at \(1.03s_c\) it exceeded that value, for both the linear and the sinh law with equal mobilities.

What happens within 50 nm is less dramatic. The slip plane makes an angle with the surface whose cosine is \(1/\sqrt3\), so the sloping path through the film is \(50/\sqrt{2/3}=61.2\) nm. Let the trailing partial start 10 nm along this path and the leading one 7.03 nm ahead of it. The leading partial then has \(61.2-17.0=44.2\) nm to travel. Integration of the linear-drag equations gives widths on reaching the interface of 13.2 nm at 0.5% strain and 22.9 nm at 1.5%.

The path formula confirms the second value. There \(P=1.455\) and \(R=0.2775\) eV/nm², and

\[
q\simeq5.24\,(22.9-7.03)-72.1\,\ln\frac{10.57}{6.17}
\simeq 44\ \text{nm}.
\]

The limiting gain of width at this strain is 0.191 nm per nm of leading path, which would add only about 8 nm over the available distance. The remainder of the 16 nm increase comes from the repulsion, which is still important at these widths. In this film, crossing the threshold does not produce a sudden change in the width on arrival. At 0.5% strain the width on arrival is already close to its limit of 13.7 nm, whereas at 1.5% it is still growing. Close to the threshold, bounded and unbounded growth could be told apart only over longer paths.

After arrival at the higher strain, the fault closes as described. With the stress lowered smoothly to zero across about 0.2 nm at the interface, the numerical integration ends at a width of 7.03 nm, equal to \(K/G\) at the digits shown.

Mobility differences can shift the threshold greatly. At 900 K, \(kT=0.0776\) eV. If the glide barriers of the partials differ by an assumed 0.05 eV, with equal prefactors, their mobility ratio is \(e^{0.05/0.0776}=1.91\) or its inverse, 0.525. When the leading partial is faster, the linear law lowers the threshold stress to 0.517 of its equal-mobility value. When it is slower, the linear law raises it by a factor of 15.4. This large factor reflects the nearness of \(m=0.525\) to the divergence at \(m=1/2\). It would correspond to a strain of about 16%, far outside the range of linear elasticity, so it is not a prediction for a real film.

The linear law is not reliable there. Assume that each jump sweeps one atomic site on the glide plane. Its area is

\[
A=\frac{a}{\sqrt2}\,\frac{\sqrt6\,a}{4}=\frac{\sqrt3\,a^2}{4},
\]

the repeat distance along the line times the spacing of the atomic rows. At 1.5% strain, the work done over this area on a far-separated leading partial is \(2.37\,kT\). The argument of the sinh is half of this ratio, 1.18, and the sinh exceeds its argument by about a quarter. With the sinh law the two threshold factors become 0.528 and 2.21. For this jump area, a modest barrier difference can thus halve or double the critical stress. A larger area weakens the effect. Once both sinh functions are close to exponentials, the threshold is \(F=2G-(\ln m)/c\), and its shift falls as \(1/A\). The repulsion constant \(K\) does not enter the critical stress at all.

Elastic anisotropy is minor for these parameters. Evaluating the repulsion from the full cubic elastic tensor gives \(K=2.077\) eV/nm and an unstressed width of 6.92 nm, about 1.5% below the isotropic result. The threshold stress is unaffected.

The free surface is more important at shallow depth. Consider an undivided dislocation at a distance \(q\) from the surface along the slip plane. Its stress falls as \(1/r\), so enlarging all lengths, including the core cutoff, by one factor leaves its energy per length unchanged. Restoring the original cutoff adds the energy of a logarithmic shell. The energy therefore varies as \(E_0\ln q\), and the force towards the surface is \(E_0/q\). The coefficient follows from half the slip times the shear stress, integrated along the cut:

\[
E_0=\frac{\mu}{4\pi}\left(b_s^2+\frac{b_e^2}{1-\nu}\right)
=\frac{\mu a^2}{32\pi}\left(1+\frac{3}{1-\nu}\right),
\]

since \(b_s^2=a^2/8\) and \(b_e^2=3a^2/8\). Halfway along the slip path the image force is 0.195 eV/nm², compared with a total stress force \(3F=2.63\) eV/nm² at 1.5% strain. Measured along the slip plane, the two balance about 2 nm from the surface at that strain, and about 7 nm from it at 0.5%. These distances are no larger than the width of the fault, so treating the dislocation as undivided gives only a rough estimate of them. The assumed start at 10 nm lies beyond both points, but not far beyond the second. The difference between the image forces on the two partials enters the relative force that opens or closes the fault. Their common part slows the pair and so leaves more time for the width to change on the way. Neither part has been included for the split pair, so the widths on arrival belong to a model with equal mobilities, linear drag and no image forces. At 1.5% strain the velocity law matters more than the surface: the sinh law raises the width on arrival from 22.9 to about 26 nm, while image forces add about 1 nm. The final width \(K/G\) also leaves out the surface, whose pull on the leading partial narrows it from 7.0 to about 6 nm in this film.

Set beside a real strained-silicon layer, the lattice constant and elastic constants are ordinary. The fault energy, 48 mJ/m², lies at the low end of the values reported for silicon, and the threshold is proportional to it: at 70 mJ/m² the threshold would be about 2.7 GPa, or 1.5% strain, so the higher strain of the example would no longer lie clearly above it. A 50 nm layer is beyond the thickness at which misfit dislocations become favourable at both strains, and far beyond it at 1.5%, so a uniform unrelaxed strain would have to be metastable. Real dislocations are also curved, threading segments cross the film, and neighbouring dislocations make the stress uneven. Among the assumptions behind the threshold stress, equal mobility is the one whose failure has been sized here: for the assumed barrier difference and jump area, the sinh law moves the threshold from 1.85 GPa to about 1.0 or 4.1 GPa. As far as the splitting is concerned, a relaxation model may use a single line if the largest width expected, in the film or after arrival, is small compared with the lengths it resolves. Otherwise, or where the trailing partial may be pinned or may never form, it should follow both partials. The remaining values are in the numerical output.

## Calculated quantities

```
Rough model parameters, regime of tensile silicon films
lattice constant a: 0.54 nm
stacking-fault energy G: 0.3 eV/nm^2
elastic constant c11: 1035 eV/nm^3
elastic constant c12: 400 eV/nm^3
elastic constant c44: 500 eV/nm^3
film thickness: 50 nm
temperature: 900 K
averaged shear modulus mu: 427 eV/nm^3
averaged Poisson ratio nu: 0.2168
biaxial modulus: 1126 eV/nm^3
smallest atomic gap, allowed shear: 0.2338 nm
smallest atomic gap, forbidden shear: 0.07794 nm
repulsion constant K: 2.109 eV/nm
unstressed width K/G: 7.029 nm
threshold stress: 11.55 eV/nm^3
threshold stress, converted: 1.85 GPa
threshold strain: 1.03 %
strain 0.5%, stress: 5.629 eV/nm^3
strain 0.5%, force F90: 0.585 eV/nm^2
strain 0.5%, force F30: 0.2925 eV/nm^2
strain 0.5%, half difference: 0.1462 eV/nm^2
strain 1.5%, stress: 16.89 eV/nm^3
strain 1.5%, force F90: 1.755 eV/nm^2
strain 1.5%, force F30: 0.8775 eV/nm^2
strain 1.5%, half difference: 0.4387 eV/nm^2
steady width at lower strain: 13.71 nm
limiting width gain per leading path, higher strain: 0.191
width in compression of higher strain's size: 2.85 nm
slip-plane path through film: 61.24 nm
initial path of trailing partial: 10 nm
width on reaching interface, lower strain: 13.2 nm
width on reaching interface, higher strain: 22.9 nm
final width after closing, higher strain: 7.03 nm
Neglected effects
assumed glide-barrier difference: 0.05 eV
thermal energy kT: 0.0776 eV
mobility ratio if 90-degree partial is faster: 1.91
  threshold / equal-mobility value, linear: 0.517
  threshold / equal-mobility value, sinh: 0.528
mobility ratio if 90-degree partial is slower: 0.525
  threshold / equal-mobility value, linear: 15.4
  threshold / equal-mobility value, sinh: 2.21
work per site over kT, far leading partial, higher strain: 2.37
K with cubic anisotropy: 2.077 eV/nm
unstressed width with cubic anisotropy: 6.92 nm
image force on undivided dislocation, half path: 0.195 eV/nm^2
total stress force, higher strain: 2.63 eV/nm^2
path where image and stress forces balance, higher strain: 2.27 nm
path where image and stress forces balance, lower strain: 6.82 nm
```
